\section*{Is the maximum of a relaxed coordinate scan the transition state?}

\section*{Question}

To find a transition state I step one coordinate $s$, relax everything else at each step starting from the previous geometry, and take the highest point of the resulting energy profile. Since each point is the lowest energy available at its $s$, I expected the top of the profile to be the saddle.

To see how this works I tried a surface with one scanned coordinate $s$ and one relaxed coordinate $q$, both lengths, in Hartree atomic units:
\begin{equation}
V(s,q)=U(q)+\frac{k}{2}\,[s-f(q)]^2,\qquad f(q)=cq+dq^3,
\label{model}
\end{equation}
\begin{equation}
U'(q)=4B(q^2-a^2)(q-q_0),\qquad U(-a)=0.
\label{uprime}
\end{equation}
The round parameters are $a=1$, $q_0=0.1$, $B=0.02$, $c=0.2$, $d=0.8$ and $k=0.2$. The reactant is at $(s,q)=(-1,-1)$ and the product at $(1,1)$. The valley floor is the curve $s=f(q)$.

I scanned from reactant to product (forward) and back (reverse) with a step of 0.05 bohr, relaxing $q$ by short downhill moves. Part of the result is below, with lengths in bohr and energies in hartree relative to the reactant.

\begin{center}
\begin{tabular}{rrrrr}
$s$ & $q$ fwd & $q$ rev & $E$ fwd & $E$ rev\\
\hline
$-0.10$ & $-0.585$ & $-0.585$ & 0.01298 & 0.01298\\
$-0.05$ & $-0.552$ & $0.388$ & 0.01484 & 0.02575\\
$0.00$ & $-0.518$ & $0.450$ & 0.01688 & 0.02406\\
$0.10$ & $-0.445$ & $0.544$ & 0.02161 & 0.02106\\
$0.20$ & $-0.364$ & $0.620$ & 0.02730 & 0.01855\\
$0.35$ & $-0.178$ & $0.714$ & 0.03790 & 0.01559\\
$0.40$ & $0.742$ & $0.742$ & 0.01479 & 0.01479
\end{tabular}
\end{center}

The forward maximum is 0.0379 at $s=0.35$; the reverse maximum is 0.0258 at $s=-0.05$. Which one is the transition state, and would a smaller step make them agree?

\section*{Answer}

Neither is, and a smaller step will not make them agree. A scan maximum is a saddle if the relaxed geometry changes smoothly through it and the profile curves downward there. Each of your maxima is instead the last point before a jump, and the saddle lies on a piece of the surface where relaxation in $q$ cannot stay.

\subsection*{When the rule works}

Subscripts denote partial derivatives. A scan follows a constrained minimum $q_*(s)$, defined by
\begin{equation}
V_q(s,q_*(s))=0,\qquad V_{qq}(s,q_*(s))>0.
\end{equation}
The first condition holds at every $s$, so its total derivative vanishes:
\begin{equation}
V_{sq}+V_{qq}\frac{dq_*}{ds}=0
\quad\Longrightarrow\quad
\frac{dq_*}{ds}=-\frac{V_{sq}}{V_{qq}} .
\label{response}
\end{equation}
For the profile $E(s)=V(s,q_*(s))$ the chain rule gives
\begin{equation}
\frac{dE}{ds}=V_s+V_q\frac{dq_*}{ds}=V_s ,
\label{slope}
\end{equation}
because $V_q=0$. The slope of the profile is the gradient component that the constraint holds back. Differentiating once more and using \eqref{response},
\begin{equation}
\frac{d^2E}{ds^2}=V_{ss}+V_{sq}\frac{dq_*}{ds}
=V_{ss}-\frac{V_{sq}^2}{V_{qq}}
=\frac{V_{ss}V_{qq}-V_{sq}^2}{V_{qq}}
=\frac{\det H}{V_{qq}},
\label{curv}
\end{equation}
where $H$ is the full Hessian.

At a smooth interior maximum $dE/ds=0$, so $V_s=V_q=0$ and the point is stationary on the full surface. If also $d^2E/ds^2<0$, then $V_{qq}>0$ forces $\det H<0$. The two eigenvalues of $H$ have opposite signs, and the point is a first-order saddle. Whether it joins the intended minima must still be found by following the descent on both sides.

The same holds with many relaxed coordinates. Let $A$ be their Hessian block, assumed invertible, and $b$ the column of mixed derivatives. Completing the square in the quadratic form of $H$ gives
\begin{multline}
V_{ss}\,\delta s^2+2\,\delta s\,b^{T}\delta q+\delta q^{T}A\,\delta q
=(V_{ss}-b^{T}A^{-1}b)\,\delta s^2\\
+(\delta q+A^{-1}b\,\delta s)^{T}A\,(\delta q+A^{-1}b\,\delta s).
\end{multline}
Since $\delta s$ and $\delta q+A^{-1}b\,\delta s$ are independent variables, the number of negative eigenvalues of $H$ is that of $A$, plus one if the profile curvature $V_{ss}-b^TA^{-1}b$ is negative. At a constrained minimum $A$ contributes none, so a smooth maximum with negative curvature again has one.

\subsection*{Where your saddle is}

On your surface
\begin{align}
V_s&=k(s-f),\\
V_q&=U'-kf'(s-f).
\label{vq}
\end{align}
Both vanish when $s=f(q)$ and $U'(q)=0$, that is, at $q=-1$, $q_0$ and $1$. The middle point has
\begin{equation}
s^\ddagger=f(q_0)=0.2(0.1)+0.8(0.001)=0.0208\ \text{bohr}.
\end{equation}
For its energy, expand $(q^2-1)(q-q_0)=q^3-q_0q^2-q+q_0$ and integrate:
\begin{equation}
U(q)=4B\left[\frac{q^4}{4}-\frac{q_0q^3}{3}-\frac{q^2}{2}+q_0q\right]+\text{const}.
\end{equation}
The bracket is $0.00499$ at $q=q_0$ and $-0.31667$ at $q=-1$, so
\begin{equation}
E^\ddagger=0.08\,(0.00499+0.31667)=0.02573\ \text{hartree}\approx 67.6\ \text{kJ/mol}.
\end{equation}
This is the true barrier top seen from the reactant. Every path from $q=-1$ to $q=1$ crosses $q=q_0$, where $V\ge U(q_0)$, and the path along the valley floor rises no higher than $U(q_0)$.

Now differentiate \eqref{vq} with respect to $q$:
\begin{equation}
V_{qq}=U''-kf''(s-f)+k(f')^2 .
\label{vqq}
\end{equation}
At the saddle $s=f$. There $U''(q_0)=4B(q_0^2-1)=-0.0792$ and $f'(q_0)=c+3dq_0^2=0.224$, hence
\begin{equation}
V_{qq}^\ddagger=-0.0792+0.2\,(0.224)^2=-0.0692\ \text{hartree/bohr}^2 .
\label{vqqts}
\end{equation}
At fixed $s=s^\ddagger$ the saddle is a maximum in $q$. A relaxation started beside it runs away from it, whatever the step in $s$.

The physical reason is in the two terms of \eqref{vqqts}. Fixing $s$ holds the system in place along the valley to the extent that moving along the valley changes $s$. Near the barrier top the floor moves by only 0.224 bohr in $s$ per bohr in $q$, and the resulting restraint $k(f')^2$ is too weak to balance the downward curvature $U''$.

\subsection*{Why the scan jumps}

The points with $V_q=0$ form a curve. By \eqref{vq}, and because $f'>0$ here, it is
\begin{equation}
s=\sigma(q)=f(q)+\frac{U'(q)}{k f'(q)} .
\label{sigma}
\end{equation}
Inverting \eqref{response} gives its slope, with $V_{sq}=-kf'$:
\begin{equation}
\sigma'(q)=-\frac{V_{qq}}{V_{sq}}=\frac{V_{qq}}{kf'} .
\label{sigmaprime}
\end{equation}
So $s$ increases with $q$ where $V_{qq}>0$ and decreases where $V_{qq}<0$. The curve is S-shaped: a reactant branch and a product branch of constrained minima are joined by a middle branch of constrained maxima, which contains the saddle. The branches meet at folds, where $V_{qq}=0$. Inserting \eqref{sigma} in \eqref{vqq}, the fold condition is
\begin{equation}
U''+k(f')^2-\frac{f''U'}{f'}=0 .
\end{equation}
Numerical root finding between $q=-1$ and $q=1$ gives two solutions:
\begin{align}
\text{forward:}\quad & s=0.3524,\quad q=-0.1567,\quad E=0.03808,\\
\text{reverse:}\quad & s=-0.0987,\quad q=0.2611,\quad E=0.02747,
\end{align}
in bohr and hartree. Beyond the forward fold the reactant branch no longer exists, and $q$ falls to the product branch. The reverse scan stays on the product branch until the other fold. Between the folds, over 0.451 bohr in $s$, the geometry depends on the direction of the scan. That is the hysteresis in your table.

There is a warning before the jump. Near a fold $(s_f,q_f)$ the leading terms of $V_q=0$ are
\begin{equation}
V_{sq}(s-s_f)+\tfrac12V_{qqq}(q-q_f)^2=0 ,
\end{equation}
so, if $V_{sq}$ and $V_{qqq}$ are nonzero, $|q-q_f|$ shrinks as the square root of $|s-s_f|$. The response $dq_*/ds$ diverges: the relaxed coordinates move more and more per step.

\subsection*{Why both maxima lie too high for small steps}

Along the curve $V_q=0$ the energy changes by $dV=V_s\,ds$, and $V_s$ can change sign only at a stationary point. Just beyond the reactant minimum the energy rises with $s$, so $V_s>0$ all the way from the reactant, through the forward fold, to the saddle. Between saddle and product, $V_s<0$ by the same argument applied to the product. For either fold,
\begin{equation}
E_{\rm fold}-E^\ddagger=\int_{q_0}^{q_{\rm fold}}V_s\,\sigma'(q)\,dq>0 .
\label{excess}
\end{equation}
On the middle branch $\sigma'<0$. For the forward fold $V_s>0$, but the integration runs towards smaller $q$, so the integral is positive. For the reverse fold $V_s<0$ and $q$ increases, so it is positive again. The argument needs a curve with two folds, the saddle between them, and no further stationary points.

Equation \eqref{curv} says the same locally. At the saddle $\det H<0$ and $V_{qq}<0$, so the energy along the curve has positive curvature, here $0.229$ hartree/bohr$^2$ with respect to $s$. Along $V_q=0$ the saddle is a local minimum between two higher folds.

The numbers are
\begin{align}
\text{forward:}\quad &0.03808-0.02573=0.01235\ \text{hartree}\approx 32.4\ \text{kJ/mol},\\
\text{reverse:}\quad &0.02747-0.02573=0.00174\ \text{hartree}\approx 4.6\ \text{kJ/mol}.
\end{align}
The forward excess is 48\% of the barrier seen from the reactant. The reverse excess is 12\% of the barrier seen from the product, which is $0.025733-0.010667=0.015066$ hartree.

The forward error is strain. At that fold $f=-0.0344$, so the scan has pulled the system $0.3524+0.0344=0.3868$ bohr off the valley floor. This costs $\tfrac12(0.2)(0.3868)^2=0.0150$ hartree. The remaining $0.0231$ hartree is $U(q)$, which is still below $E^\ddagger$.

\subsection*{What the step size does}

With a step of 0.001 bohr the forward maximum is 0.03805 hartree at $s=0.352$, and the reverse maximum is 0.02744 hartree at $s=-0.098$. They approach the two folds, not each other.

Your coarse reverse maximum, 0.02575 hartree, agrees with $E^\ddagger$ to about $2\times10^{-5}$ hartree. This is an accident of the grid. Its geometry is $(-0.05,\,0.388)$, while the saddle is at $(0.0208,\,0.100)$. There $f(0.388)=0.124$, so
\begin{equation}
V_s=0.2\,(-0.05-0.124)=-0.035\ \text{hartree/bohr},
\end{equation}
far from zero. As the step goes to zero the energy gets worse, because the last point before the jump moves up towards the fold: the maximum lies 0.0014 hartree above the saddle for a step of 0.01 bohr and 0.0017 hartree above it for 0.001 bohr. The change is not steady from one step size to the next, since it depends on how close the last grid point falls to the fold. A coarser step can err the other way. With 0.1 bohr, the reverse scan has its last point before the fold at $s=0$, and your table gives its energy as 0.02406 hartree, below the saddle.

Joining the lower pieces of the two scans does not repair the result. Every path from reactant to product passes each intermediate $s$, and at that $s$ its energy is at least $\min_qV(s,q)$. Therefore
\begin{equation}
\max_{-1\le s\le 1}\ \min_q V(s,q)\le E^\ddagger .
\end{equation}
The left side is the energy at which the two branches cross. Solving for equal energies gives $s=0.093$ bohr and $0.02125$ hartree, which is $0.0045$ hartree below the saddle. The crossing joins two different geometries and is not a stationary point.

\subsection*{Why one negative eigenvalue is not enough}

At a fold $V_{qq}=0$, so
\begin{equation}
\det H=V_{ss}\cdot0-V_{sq}^2=-V_{sq}^2<0 .
\end{equation}
The Hessian has one negative eigenvalue there, although the point is not a saddle. At the forward maximum of the fine scan the eigenvalues are $-0.0086$ and $0.2135$ hartree/bohr$^2$, but $V_s=0.078$ hartree/bohr. The full gradient must vanish as well, including the component along the constraint. A converged constrained relaxation establishes only $V_q=0$.

\subsection*{When the same scan would succeed}

By \eqref{vqqts}, the saddle becomes a constrained minimum when
\begin{equation}
k>\frac{|U''(q_0)|}{f'(q_0)^2}=\frac{0.0792}{(0.224)^2}=1.58\ \text{hartree/bohr}^2 .
\end{equation}
If the valley ran parallel to the $q$ axis at the saddle, $f'(q_0)=0$, no stiffness would be enough.

The condition is necessary for a continuous scan but not sufficient, since $V_{qq}$ must stay positive along the whole branch. For $k=1.8$ it is $+0.011$ hartree/bohr$^2$ at the saddle, yet the fold condition still has roots at $q=-0.026$ and $0.078$ bohr. By \eqref{sigma} these folds lie at $s=0.0225$ and $0.0205$ bohr. The forward scan leaves its branch at the first of them, before it reaches $q_0=0.1$; since $0.0225>s^\ddagger$, it lands on the product branch beyond the saddle. The saddle now lies on the product branch, so a reverse scan with a fine enough step passes smoothly through it as its maximum and jumps only afterwards, at the second fold.

For $k=3$, evaluating $V_{qq}$ on a fine grid along the curve shows no sign change. A scan with a step of 0.001 bohr then has its maximum at $s=0.021$, $q=0.102$ bohr with $E=0.02573$ hartree. This is the grid point nearest to $s^\ddagger=0.0208$ bohr, with $q$ about 0.002 bohr from $q_0$, and here your rule holds.

\subsection*{What to do instead}

\textbf{Change the coordinate.} On your original surface, fix $q$ and relax $s$. Since $V_{ss}=k>0$, the relaxed value is $s=f(q)$, and the profile is $U(q)$. It is continuous and has its maximum at $q_0$, the true saddle. In a molecule, the coordinate that jumps in the failed scan is a natural candidate for the new scan coordinate or for part of a combined one.

\textbf{Use the scan as a starting guess.} From the forward maximum of the fine scan I moved uphill along the lowest Hessian mode and downhill along the other. Each component of the move was the gradient component divided by the magnitude of its eigenvalue, and the total move was limited to 0.05 bohr. After 12 steps the search had converged to $(0.0208,\,0.1000)$ bohr. Such a search has no general guarantee of reaching the wanted saddle, so the end point needs its own examination.

\textbf{Examine the candidate.} Run the scan in both directions and compare geometries as well as energies; a hysteresis narrower than the step can go unseen. Then require a vanishing full gradient and one negative Hessian eigenvalue, and follow the descent on both sides to see which minima it reaches.

Numbers in the example were calculated in double precision.
